**Squeezed phonon pairs and the doubled frequency in diffuse scattering**

After a sudden, uniform change of force constants, a phonon with fixed polarization keeps zero mean displacement, and its variance is $C(t)=C(0)[\cos^2\omega't+(\omega/\omega')^2\sin^2\omega't]$. Here $\omega$ and $\omega'$ are the angular frequencies before and after the change. The program asserts this result, the pair correlation, the force and kick contrasts, and the vacuum criterion for hardening in a truncated two-mode number basis. It compares the lattice formula for the intensity with a pair sum over a 64-atom crystal built bond by bond and propagated by a matrix exponential. Further assertions cover combination lines, a gradual change of force constants, probe duration and momentum spread. The output shows the new longitudinal [100] dispersion recovered from the Fourier transform, with a silent point where the frequency is unchanged. At a general wavevector it shows a sum-frequency line stronger than either doubled frequency.

## Program and output

```python
# Result under test: after a sudden, spatially uniform change of force constants
# the mean displacement of a phonon pair (q,-q) stays zero, while its variance is
#   C(t) = C(0) [cos^2(w' t) + (w/w')^2 sin^2(w' t)],
# so that diffuse scattering oscillates at 2w'. w, w': angular frequency before
# and after the change. If polarizations rotate, lines w'_j +- w'_l appear too.
# Lattice units: nm, ps, rad/ps; wavevectors in 2 pi/a; springs in N/m.
# The number-basis tests use hbar = 1 and initial frequency w = 1.
from itertools import product
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.special import erf

# ---------- phonon pair in a truncated number basis ----------
levels = 22
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
one = np.eye(levels)
b_plus, b_minus = np.kron(lower, one), np.kron(one, lower)
X = (b_plus + b_minus.T) / np.sqrt(2)          # Q_q ; its transpose is Q_-q
number = np.diag(b_plus.T @ b_plus + b_minus.T @ b_minus)
H0 = np.diag(number + 1)


def thermal_state(beta):
    weight = np.exp(-beta * number)
    return np.diag(weight / weight.sum())


def expectation(H, rho, operator, times):
    energy, U = np.linalg.eigh(H)
    product_matrix = (U.T @ rho @ U) * (U.T @ operator @ U).T
    gaps = np.subtract.outer(energy, energy)
    return np.array([np.sum(product_matrix * np.exp(-1j * gaps * t)) for t in times])


beta, w_new = 1.5, 0.8
rho0 = thermal_state(beta)
t_test = np.linspace(0, 5, 7)
C_start = 0.5 / np.tanh(beta / 2)
H_quench = H0 + (w_new**2 - 1) * X.T @ X
variance = expectation(H_quench, rho0, X.T @ X, t_test)
formula = C_start * (np.cos(w_new * t_test)**2 + np.sin(w_new * t_test)**2 / w_new**2)
assert np.allclose(variance, formula, atol=1e-6)
assert np.max(abs(expectation(H_quench, rho0, X, t_test))) < 1e-10
u = (np.sqrt(w_new) + 1 / np.sqrt(w_new)) / 2
v = (np.sqrt(w_new) - 1 / np.sqrt(w_new)) / 2
new_plus, new_minus = u * b_plus + v * b_minus.T, u * b_minus + v * b_plus.T
pair = expectation(H_quench, rho0, new_plus @ new_minus, t_test)
pair_formula = C_start / 2 * (w_new - 1 / w_new) * np.exp(-2j * w_new * t_test)
assert np.allclose(pair, pair_formula, atol=1e-6)

# Contrast: a steady force and an impulsive kick acting at wavevector q
force, kick = 0.3, 0.3
forced = expectation(H0 - force * (X + X.T), rho0, X.T @ X, t_test) - C_start
assert np.allclose(forced, force**2 * (1 - np.cos(t_test))**2, atol=1e-6)
x_values, x_vectors = np.linalg.eigh(X + X.T)
kicker = (x_vectors * np.exp(1j * kick * x_values)) @ x_vectors.T
kicked = expectation(H0, kicker @ rho0 @ kicker.conj().T, X.T @ X, t_test) - C_start
assert np.allclose(kicked, kick**2 * np.sin(t_test)**2, atol=1e-6)

# Vacuum criterion, tested on either side of the threshold for hardening
w_hard = 1.25
beta_threshold = 2 * np.arctanh(1 / w_hard)
for shift, below in ((0.2, True), (-0.2, False)):
    narrow = expectation(H0 + (w_hard**2 - 1) * X.T @ X,
                         thermal_state(beta_threshold + shift), X.T @ X,
                         [np.pi / 2 / w_hard])[0].real
    assert (narrow < 0.5 / w_hard) == below

# ---------- fcc crystal with central springs to two neighbour shells ----------
a = 0.5
mass = 100 * sc.atomic_mass
temperature = 300.0
before, after = np.array([20.0, 4.0]), np.array([18.0, 6.0])
hbar_over_mass = sc.hbar / mass * 1e6          # nm^2/ps
reciprocal = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
neighbours = []
for R in product((-1, -0.5, 0, 0.5, 1), repeat=3):
    length2 = np.dot(R, R)
    if length2 in (0.5, 1.0):
        neighbours.append((np.array(R), 0 if length2 == 0.5 else 1))
assert len(neighbours) == 18


def dynamical(q, springs):
    D = np.zeros(q.shape[:-1] + (3, 3))
    for R, shell in neighbours:
        projector = np.outer(R, R) / (R @ R)
        phase = 1 - np.cos(2 * np.pi * (q @ R))
        D += springs[shell] / mass * 1e-24 * phase[..., None, None] * projector
    return D


def thermal_covariances(D):
    # Displacement and velocity covariances; uniform translations are dropped.
    w2, e = np.linalg.eigh(D)
    keep = w2 > 1e-6
    w = np.sqrt(np.where(keep, w2, 1.0))
    coth = 1 / np.tanh(sc.hbar * w * 1e12 / (2 * sc.k * temperature))
    size = keep * hbar_over_mass * coth / 2
    eT = np.swapaxes(e, -1, -2)
    return (e * (size / w)[..., None, :]) @ eT, (e * (size * w)[..., None, :]) @ eT


def new_basis(q, Q, springs):
    C, V = thermal_covariances(dynamical(q, before))
    w2, e = np.linalg.eigh(dynamical(q, springs))
    w = np.sqrt(np.where(w2 > 1e-6, w2, 1.0))
    eT = np.swapaxes(e, -1, -2)
    V_scaled = eT @ V @ e / (w[..., :, None] * w[..., None, :])
    return w, eT @ (Q * 2 * np.pi / a), eT @ C @ e, V_scaled


def one_phonon(q, Q, times):
    w, p, C, V = new_basis(q, Q, after)
    c = p[..., None] * np.cos(w[..., None] * times)
    s = p[..., None] * np.sin(w[..., None] * times)
    return ((C @ c) * c + (V @ s) * s).sum(-2)


def all_orders(N, index, G, times):
    # Intensity per atom, exponent 2W, and one-phonon part, all against time.
    cells = np.array(list(product(range(N), repeat=3)))
    Q = np.array(index) @ reciprocal / N + G
    S = one_phonon(cells @ reciprocal / N, Q, times).reshape(N, N, N, -1)
    B = np.fft.ifftn(S, axes=(0, 1, 2)).real
    spectrum = np.fft.fftn(np.exp(B - B[0, 0, 0]), axes=(0, 1, 2))
    return spectrum[index].real, B[0, 0, 0], np.exp(-B[0, 0, 0]) * S[index]


# Independent road: 64 atoms, bond by bond, matrix exponential, pair sum
N_small, t_small = 4, 0.13
sites = np.array(list(product(range(N_small), repeat=3)))
site_number = {tuple(s): i for i, s in enumerate(sites)}


def crystal_matrix(springs):
    K = np.zeros((len(sites), 3, len(sites), 3))
    for i, site in enumerate(sites):
        for R, shell in neighbours:
            step = np.rint(reciprocal @ R).astype(int)
            j = site_number[tuple((site + step) % N_small)]
            block = springs[shell] * np.outer(R, R) / (R @ R)
            K[i, :, i, :] += block
            K[i, :, j, :] -= block
    return K.reshape(3 * len(sites), -1) / mass * 1e-24


C_atoms, V_atoms = thermal_covariances(crystal_matrix(before))
size = 3 * len(sites)
generator = np.block([[np.zeros((size, size)), np.eye(size)],
                      [-crystal_matrix(after), np.zeros((size, size))]])
flow = expm(generator * t_small)
A_flow, B_flow = flow[:size, :size], flow[:size, size:]
C_later = A_flow @ C_atoms @ A_flow.T + B_flow @ V_atoms @ B_flow.T
index_small, G_small = (0, 1, 2), np.array([2.0, 0.0, 0.0])
Q_small = np.array(index_small) @ reciprocal / N_small + G_small
Q_nm = Q_small * 2 * np.pi / a
P = np.einsum('a,iajb,b->ij', Q_nm, C_later.reshape(64, 3, 64, 3), Q_nm)
phase = 2 * np.pi * (sites @ primitive) @ Q_small
mean_square = np.diag(P)[:, None] + np.diag(P)[None, :] - 2 * P
pair_sum = np.sum(np.cos(np.subtract.outer(phase, phase)) * np.exp(-mean_square / 2)) / 64
fast_sum = all_orders(N_small, index_small, G_small, np.array([t_small]))[0][0]
assert abs(pair_sum / fast_sum - 1) < 1e-7


# ---------- longitudinal [100] branch recovered from the intensity ----------
def longitudinal(xi, springs):
    s2 = np.sin(np.pi * xi / 2)**2
    return np.sqrt((8 * springs[0] * s2 + 16 * springs[1] * s2 * (1 - s2)) / mass) * 1e-12


print(f"a = {a} nm, M = {mass/sc.atomic_mass:.0f} u, T = {temperature:.0f} K")
print(f"springs before: {before[0]:.0f}, {before[1]:.0f} N/m; after: {after[0]:.0f}, {after[1]:.0f} N/m")
N, dt, samples = 12, 0.02, 500
times = np.arange(samples) * dt
window = np.hanning(samples)
print(f"crystal {N}x{N}x{N} cells, trace {samples*dt:.0f} ps, step {dt*1000:.0f} fs")
print(f"resolution in nu' about 1/(2T) = {1/(2*samples*dt):.3f} THz")
print("Longitudinal [100], Q = (2+xi,0,0) 2pi/a; nu in THz; amplitudes in % of I(0)")
print("xi     nu_before nu_after nu_from_FT  amp_one_phonon amp_all_orders")
amplitudes, predictions = [], []
for n in range(1, 7):
    xi = 2 * n / N
    w_old, w_after = longitudinal(xi, before), longitudinal(xi, after)
    D_here = dynamical(np.array([xi, 0.0, 0.0]), after)
    assert np.isclose(D_here[0, 0], w_after**2) and abs(D_here[0, 1]) < 1e-9
    intensity, exponent, single = all_orders(N, (0, n, n), np.array([2.0, 0, 0]), times)
    signal = intensity - np.average(intensity, weights=window)
    padded = 2**16
    strength = abs(np.fft.rfft(signal * window, padded))
    frequency = np.fft.rfftfreq(padded, dt)
    strength[frequency < 1.0] = 0
    found = frequency[np.argmax(strength)] / 2
    measured = 2 * np.sum(window * signal * np.cos(2 * w_after * times)) / window.sum() / intensity[0]
    predicted = (1 - (w_old / w_after)**2) / 2
    amplitudes.append(measured)
    predictions.append(predicted)
    silent = abs(predicted) < 1e-9
    if not silent:
        assert abs(found - w_after / (2 * np.pi)) < 0.02
        assert 0.6 < measured / predicted < 1.2
    text = "silent" if silent else f"{found:.3f}"
    print(f"{xi:.3f}  {w_old/2/np.pi:8.3f} {w_after/2/np.pi:8.3f} {text:>10}"
          f" {100*predicted+0.0:12.2f} {100*measured:14.2f}")
assert abs(predictions[2]) < 1e-9 and abs(amplitudes[2]) < 0.2 * abs(amplitudes[5])
print(f"At X: 2W before pump = {exponent[0]:.4f}")
print(f"At X: one-phonon share of intensity before pump = {100*single[0]/intensity[0]:.1f} %")

# ---------- squeezing against the vacuum, at X ----------
ratio = w_after / w_old
coth_X = 1 / np.tanh(sc.hbar * w_old * 1e12 / (2 * sc.k * temperature))
T_limit = sc.hbar * w_old * 1e12 / (2 * sc.k * np.arctanh(ratio))
print(f"At X: w'/w = {ratio:.4f}; largest C(t)/C(0) = {1/ratio**2:.4f}")
print(f"At X, {temperature:.0f} K: least variance / new vacuum variance = {coth_X*ratio:.3f}")
print(f"At X: variance goes below the new vacuum only for T < {T_limit:.1f} K")


# ---------- combination lines off the symmetry axes ----------
def line_weights(q, Q, springs):
    w, p, C, V = new_basis(q, Q, springs)
    return w, p, np.outer(p, p) * (C - V) / 2, np.outer(p, p) * (C + V) / 2


q_general = np.array([0.5, 0.25, 0.0])
Q_general = q_general + np.array([2.0, 0.0, 0.0])
w, p, plus, minus = line_weights(q_general, Q_general, after)
C3, V3 = thermal_covariances(dynamical(q_general, before))
generator3 = np.block([[np.zeros((3, 3)), np.eye(3)],
                       [-dynamical(q_general, after), np.zeros((3, 3))]])
Q3 = Q_general * 2 * np.pi / a
for t in (0.07, 0.31, 1.9):
    flow3 = expm(generator3 * t)
    later3 = flow3[:3, :3] @ C3 @ flow3[:3, :3].T + flow3[:3, 3:] @ V3 @ flow3[:3, 3:].T
    lines = np.sum(plus * np.cos(np.add.outer(w, w) * t)
                   + minus * np.cos(np.subtract.outer(w, w) * t))
    assert np.isclose(Q3 @ later3 @ Q3, lines, rtol=1e-8)
start = Q3 @ C3 @ Q3
low, high = np.flatnonzero(abs(p) > 1e-6 * np.max(abs(p)))
assert abs(2 * plus[low, high] / start) > 1e-3
scaled = line_weights(q_general, Q_general, 0.9 * before)[2]
assert np.max(abs(scaled - np.diag(np.diag(scaled)))) < 1e-9 * start
nu_low, nu_high = w[low] / (2 * np.pi), w[high] / (2 * np.pi)
print("General q = (0.5,0.25,0), Q = (2.5,0.25,0) 2pi/a, one-phonon lines:")
print(f"new branches seen: {nu_low:.3f} and {nu_high:.3f} THz")
for name, value, weight in (("2 nu_low", 2 * nu_low, plus[low, low]),
                            ("2 nu_high", 2 * nu_high, plus[high, high]),
                            ("nu_high+nu_low", nu_high + nu_low, 2 * plus[low, high]),
                            ("nu_high-nu_low", nu_high - nu_low, 2 * minus[low, high])):
    print(f"  {name:15s} {value:7.3f} THz, amplitude {100*weight/start:6.2f} % of start")
print(f"false branch from halving the sum line: {(nu_low+nu_high)/2:.3f} THz")

# ---------- finite ramp, probe duration and momentum spread ----------
w2_end = 0.98
for tau in (0.3, 0.6):
    def motion(t, y):
        stiffness = 1 + (w2_end - 1) * (1 + erf(t / (np.sqrt(2) * tau))) / 2
        return [y[1], -stiffness * y[0], y[3], -stiffness * y[2]]
    end = solve_ivp(motion, (-8 * tau, 8 * tau), [1, 0, 0, 1], rtol=1e-10, atol=1e-12).y[:, -1]
    f, g = end[0] + 1j * end[2], end[1] + 1j * end[3]
    swing = abs(abs(f)**2 - abs(g)**2 / w2_end
                + 2j * (np.conj(f) * g).real / np.sqrt(w2_end)) / 2
    sudden = abs(1 - 1 / w2_end) / 2
    assert abs(swing / sudden - np.exp(-2 * w2_end * tau**2)) < 0.02

sigma_t = 0.02
x = np.linspace(-7, 7, 4001)
gauss = np.exp(-x**2 / 2)
gauss /= gauss.sum()
loss = np.exp(-(2 * w_after * sigma_t)**2 / 2)
assert abs(np.sum(gauss * np.cos(2 * w_after * sigma_t * x)) - loss) < 1e-8
print(f"At X: a probe of {1000*sigma_t:.0f} fs rms keeps the factor {loss:.3f} of the line")

xi0, sigma_xi, h = 1 / 3, 0.01, 1e-5
velocity = (longitudinal(xi0 + h, after) - longitudinal(xi0 - h, after)) / (2 * h * 2 * np.pi / a)
dephasing = 1 / (2 * velocity * sigma_xi * 2 * np.pi / a)
averaged = abs(np.sum(gauss * np.exp(2j * longitudinal(xi0 + sigma_xi * x, after) * dephasing)))
assert abs(averaged - np.exp(-0.5)) < 0.01
print(f"At xi = {xi0:.3f}: new group velocity {velocity:.3f} nm/ps")
print(f"momentum spread {sigma_xi} (2pi/a) rms: dephasing time {dephasing:.2f} ps")
print(f"line factor left at that time, direct average: {averaged:.3f}")
print("tests ok")
```

Printed output:

```
a = 0.5 nm, M = 100 u, T = 300 K
springs before: 20, 4 N/m; after: 18, 6 N/m
crystal 12x12x12 cells, trace 10 ps, step 20 fs
resolution in nu' about 1/(2T) = 0.050 THz
Longitudinal [100], Q = (2+xi,0,0) 2pi/a; nu in THz; amplitudes in % of I(0)
xi     nu_before nu_after nu_from_FT  amp_one_phonon amp_all_orders
0.167     1.498    1.545      1.545         2.97           2.93
0.333     2.816    2.870      2.870         1.85           1.79
0.500     3.827    3.827     silent         0.00          -0.00
0.667     4.487    4.384      4.384        -2.38          -2.22
0.833     4.835    4.627      4.627        -4.61          -4.24
1.000     4.940    4.687      4.687        -5.56          -5.03
At X: 2W before pump = 0.0984
At X: one-phonon share of intensity before pump = 90.9 %
At X: w'/w = 0.9487; largest C(t)/C(0) = 1.1111
At X, 300 K: least variance / new vacuum variance = 2.524
At X: variance goes below the new vacuum only for T < 65.2 K
General q = (0.5,0.25,0), Q = (2.5,0.25,0) 2pi/a, one-phonon lines:
new branches seen: 2.639 and 4.075 THz
  2 nu_low          5.279 THz, amplitude   0.40 % of start
  2 nu_high         8.151 THz, amplitude  -0.79 % of start
  nu_high+nu_low    6.715 THz, amplitude   1.32 % of start
  nu_high-nu_low    1.436 THz, amplitude   1.26 % of start
false branch from halving the sum line: 3.357 THz
At X: a probe of 20 fs rms keeps the factor 0.500 of the line
At xi = 0.333: new group velocity 3.470 nm/ps
momentum spread 0.01 (2pi/a) rms: dephasing time 1.15 ps
line factor left at that time, direct average: 0.607
tests ok
```
